# Dangling-Hybrid Character of a Threefold Silicon Atom from Orthogonality: a numerical check

```python
"""
Result under test: a threefold-coordinated Si atom with three equal bond
angles theta has a dangling hybrid of s character
    s_d = (1 + 2 cos theta) / (1 - cos theta),
about 0.18 at theta = 112 degrees, if the sp hybrids are orthonormal and
the three equivalent bond hybrids point along the bonds.
Symbols: s_b = s character of a bond hybrid, s_d = that of the dangling one,
beta = angle between the dangling-hybrid axis (+z) and a bond.
The independent road integrates hybrids over the sphere and finds the
dangling hybrid as a null vector. Small radicals treated by restricted
open-shell Hartree-Fock (ROHF) size the effects that the model neglects.
"""
import numpy as np
from scipy.linalg import null_space
from scipy.optimize import brentq
from pyscf import gto, scf, lo


# ---------- closed forms ----------
def bond_s_formula(theta_deg):
    c = np.cos(np.radians(theta_deg))
    return -c / (1 - c)


def dangling_s_formula(theta_deg):
    c = np.cos(np.radians(theta_deg))
    return (1 + 2 * c) / (1 - c)


def axis_angle(theta_deg):
    """Angle beta in radians between +z and each bond (bonds point down)."""
    c = np.cos(np.radians(theta_deg))
    sin_beta = np.sqrt(min(1.0, 2 * (1 - c) / 3))
    return np.pi - np.arcsin(sin_beta)


def direction(polar, azimuth):
    return np.array([np.sin(polar) * np.cos(azimuth),
                     np.sin(polar) * np.sin(azimuth), np.cos(polar)])


AZIMUTHS = 2 * np.pi * np.arange(3) / 3


def bond_vectors(theta_deg):
    beta = axis_angle(theta_deg)
    return np.array([direction(beta, azimuth) for azimuth in AZIMUTHS])


# ---------- independent road: integration over the sphere ----------
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phis = 2 * np.pi * np.arange(16) / 16
sphere = np.array([direction(np.arccos(u), phi)
                   for u in nodes for phi in phis])
weights = np.repeat(node_weights, len(phis)) * 2 * np.pi / len(phis)
s_function = np.full(len(sphere), 1 / np.sqrt(4 * np.pi))
p_functions = np.sqrt(3 / (4 * np.pi)) * sphere.T
atomic_functions = np.vstack([s_function, p_functions])


def hybrid(s_character, unit_vector):
    p_along = np.sqrt(3 / (4 * np.pi)) * (sphere @ unit_vector)
    return (np.sqrt(s_character) * s_function
            + np.sqrt(1 - s_character) * p_along)


def hybrids_from_definition(theta_deg):
    """Return s_b, s_d and the unit vector of the dangling hybrid."""
    bonds = bond_vectors(theta_deg)

    def overlap(s_character):
        first = hybrid(s_character, bonds[0])
        second = hybrid(s_character, bonds[1])
        return np.sum(weights * first * second)

    s_bond = brentq(overlap, 0.0, 1.0, xtol=1e-14)
    bond_hybrids = np.array([hybrid(s_bond, n) for n in bonds])
    coefficients = (bond_hybrids * weights) @ atomic_functions.T
    remaining = null_space(coefficients)
    assert remaining.shape == (4, 1)
    vector = remaining[:, 0] * np.sign(remaining[0, 0])
    p_part = vector[1:]
    return s_bond, vector[0] ** 2, p_part / np.linalg.norm(p_part)


for angle in (95.0, 102.0, 109.0, 112.0, 118.0):
    bonds = bond_vectors(angle)
    for i, j in ((0, 1), (0, 2), (1, 2)):
        found = np.degrees(np.arccos(bonds[i] @ bonds[j]))
        assert abs(found - angle) < 1e-9
    s_bond, s_dangling, axis = hybrids_from_definition(angle)
    assert abs(s_bond - bond_s_formula(angle)) < 1e-10
    assert abs(s_dangling - dangling_s_formula(angle)) < 1e-10
    away_from_bonds = -bonds.sum(axis=0)
    away_from_bonds /= np.linalg.norm(away_from_bonds)
    assert np.allclose(axis, away_from_bonds, atol=1e-8)

tetrahedral = np.degrees(np.arccos(-1 / 3))
assert abs(hybrids_from_definition(tetrahedral)[1] - 0.25) < 1e-10
assert abs(dangling_s_formula(90.0) - 1) < 1e-12
assert abs(dangling_s_formula(120.0)) < 1e-12

theta = 112.0
s_b, s_d, _ = hybrids_from_definition(theta)
assert round(100 * s_d) == 18

cos_theta = np.cos(np.radians(theta))
slope = (-3 * np.sin(np.radians(theta)) / (1 - cos_theta) ** 2
         * np.pi / 180)
step = 0.01
slope_numeric = (hybrids_from_definition(theta + step)[1]
                 - hybrids_from_definition(theta - step)[1]) / (2 * step)
assert abs(slope - slope_numeric) < 1e-6


# ---------- neglected effects: radicals with fixed bond angles ----------
SI_O, O_H, SI_H = 0.163, 0.096, 0.148     # chosen bond lengths, nm
SI_O_H_ANGLE = 118.0                      # chosen angle, degrees


def silyl(theta_deg):
    atoms = [("Si", np.zeros(3))]
    atoms += [("H", SI_H * n) for n in bond_vectors(theta_deg)]
    return atoms


def trihydroxysilyl(theta_deg, side):
    """side = +1: hydrogens on the dangling-bond side; -1: opposite side."""
    beta = axis_angle(theta_deg)
    turn = np.pi - np.radians(SI_O_H_ANGLE)
    atoms = [("Si", np.zeros(3))]
    for azimuth in AZIMUTHS:
        oxygen = SI_O * direction(beta, azimuth)
        hydrogen = oxygen + O_H * direction(beta - side * turn, azimuth)
        atoms += [("O", oxygen), ("H", hydrogen)]
    return atoms


def unpaired_orbital(atoms_nm):
    """Share of the singly occupied orbital on Si, and s part of that share."""
    geometry = [(symbol, tuple(10 * position))
                for symbol, position in atoms_nm]
    mol = gto.M(atom=geometry, unit="Angstrom", basis="def2-svp",
                spin=1, verbose=0)
    mf = scf.ROHF(mol)
    mf.kernel()
    if not mf.converged:
        orbitals, occupations = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(orbitals, occupations)
    assert mf.converged
    overlap = mol.intor("int1e_ovlp")
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    single = mf.mo_coeff[:, mf.mo_occ == 1]
    assert single.shape[1] == 1
    local = lo.vec_lowdin(lo.iao.iao(mol, occupied), overlap)
    populations = (local.T @ overlap @ single[:, 0]) ** 2
    assert abs(populations.sum() - 1) < 1e-6
    labels = lo.iao.reference_mol(mol).ao_labels(fmt=None)
    on_si = np.array([label[0] == 0 for label in labels])
    s_type = np.array([label[2].endswith("s") for label in labels])
    share = populations[on_si].sum()
    return share, populations[on_si & s_type].sum() / share


silyl_angles = (108.0, 112.0, 116.0, 120.0)
silyl_results = [unpaired_orbital(silyl(a)) for a in silyl_angles]
silyl_s = [result[1] for result in silyl_results]
assert all(a > b for a, b in zip(silyl_s, silyl_s[1:]))
assert silyl_s[-1] < 1e-4

hydroxy_results = {
    "H on dangling side": unpaired_orbital(trihydroxysilyl(theta, +1)),
    "H on far side": unpaired_orbital(trihydroxysilyl(theta, -1)),
}
for share, _ in list(hydroxy_results.values()) + silyl_results:
    assert share > 0.5

# ---------- printed numbers ----------
beta = axis_angle(theta)
print("HYBRID MODEL")
print(f"bond angle theta: {theta:.1f} degrees")
print(f"cos(theta): {cos_theta:.4f}")
print(f"s character of each bond hybrid s_b: {s_b:.4f}")
print(f"sum over three bond hybrids: {3 * s_b:.4f}")
print(f"s character of dangling hybrid s_d: {s_d:.4f}")
print(f"same in percent: {100 * s_d:.1f} %")
print(f"p character of dangling hybrid: {1 - s_d:.4f}")
print(f"p-to-s ratio, dangling hybrid: {(1 - s_d) / s_d:.2f}")
print(f"p-to-s ratio, bond hybrid: {(1 - s_b) / s_b:.2f}")
print(f"angle beta, dangling axis to bond: {np.degrees(beta):.2f} degrees")
print(f"chosen Si-O length: {SI_O:.3f} nm")
print(f"height of Si above O plane: {-SI_O * np.cos(beta):.4f} nm")
print(f"tetrahedral angle: {tetrahedral:.2f} degrees")
print("ANGLE SPREAD")
print(f"slope of s_d at theta: {100 * slope:.2f} % points per degree")
for angle in (110.0, 114.0):
    value = 100 * hybrids_from_definition(angle)[1]
    print(f"s_d at {angle:.0f} degrees: {value:.1f} %")
print("ROHF/def2-SVP, SINGLY OCCUPIED ORBITAL")
print(f"chosen Si-H length: {SI_H:.3f} nm")
print(f"chosen O-H length: {O_H:.3f} nm")
print(f"chosen Si-O-H angle: {SI_O_H_ANGLE:.0f} degrees")
for angle, (share, s_part) in zip(silyl_angles, silyl_results):
    model = 100 * abs(dangling_s_formula(angle))
    print(f"SiH3 at {angle:.0f} degrees: share on Si {100 * share:.1f} %, "
          f"s part of it {100 * abs(s_part):.1f} %, model {model:.1f} %")
for name, (share, s_part) in hydroxy_results.items():
    print(f"Si(OH)3 at {theta:.0f} degrees, {name}: "
          f"share on Si {100 * share:.1f} %, s part {100 * s_part:.1f} %")
print("PASS")
```

Output:

```
HYBRID MODEL
bond angle theta: 112.0 degrees
cos(theta): -0.3746
s character of each bond hybrid s_b: 0.2725
sum over three bond hybrids: 0.8176
s character of dangling hybrid s_d: 0.1824
same in percent: 18.2 %
p character of dangling hybrid: 0.8176
p-to-s ratio, dangling hybrid: 4.48
p-to-s ratio, bond hybrid: 2.67
angle beta, dangling axis to bond: 106.81 degrees
chosen Si-O length: 0.163 nm
height of Si above O plane: 0.0471 nm
tetrahedral angle: 109.47 degrees
ANGLE SPREAD
slope of s_d at theta: -2.57 % points per degree
s_d at 110 degrees: 23.5 %
s_d at 114 degrees: 13.3 %
ROHF/def2-SVP, SINGLY OCCUPIED ORBITAL
chosen Si-H length: 0.148 nm
chosen O-H length: 0.096 nm
chosen Si-O-H angle: 118 degrees
SiH3 at 108 degrees: share on Si 96.3 %, s part of it 17.9 %, model 29.2 %
SiH3 at 112 degrees: share on Si 96.7 %, s part of it 15.1 %, model 18.2 %
SiH3 at 116 degrees: share on Si 97.5 %, s part of it 10.6 %, model 8.6 %
SiH3 at 120 degrees: share on Si 100.0 %, s part of it 0.0 %, model 0.0 %
Si(OH)3 at 112 degrees, H on dangling side: share on Si 84.0 %, s part 41.2 %
Si(OH)3 at 112 degrees, H on far side: share on Si 87.0 %, s part 38.3 %
PASS
```
